# Why elementwise activations break equivariance for vector features, and what preserves it: a numerical check

```python
"""Elementwise activations on vector features versus invariant gating.

Result under test: sigma applied to Cartesian components commutes with all
rotations only if sigma(x) = c*x; multiplying a vector by an invariant scalar,
or using f(|v|) v/|v|, commutes with all rotations and with inversion.
Symbols: V[i] = sum_j w(r_ij) * unit vector from i to j (vector feature),
n[i] = sum_j w(r_ij) (scalar feature), w(r) = A exp(-(r/L)^2),
E = EPS * sum_i |activated V[i]|^2. Lengths in angstrom, energies in eV.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.spatial.transform import Rotation
from scipy.special import expit

HARTREE = physical_constants["Hartree energy in eV"][0]
A, L, EPS, BOND, BIAS = 2.0, 2.0, 1.0, 2.0, 0.5
rng = np.random.default_rng(7)


def features(pos):
    d = pos[None, :, :] - pos[:, None, :]
    r = np.linalg.norm(d, axis=2)
    w = A * np.exp(-(r / L) ** 2)
    np.fill_diagonal(w, 0.0)
    np.fill_diagonal(r, 1.0)
    return np.einsum("ij,ijk->ik", w / r, d), w.sum(axis=1)


def tanh_elementwise(V, n):
    return np.tanh(V)


def silu_elementwise(V, n):
    return V * expit(V)


def scalar_gate(V, n):
    return expit(n)[:, None] * V


def norm_tanh(V, n):
    s = np.linalg.norm(V, axis=1, keepdims=True)
    safe = np.where(s > 0, s, 1.0)
    return np.where(s > 0, np.tanh(s) / safe, 1.0) * V


def energy(pos, act):
    V, n = features(pos)
    return EPS * np.sum(act(V, n) ** 2)


def defect(pos, act, matrices):
    """Largest |activation(rotated atoms) - rotated activation(atoms)|."""
    reference = act(*features(pos))
    return max(np.linalg.norm(act(*features(pos @ Q.T)) - reference @ Q.T,
                              axis=1).max() for Q in matrices)


def forces(pos, act, h=1e-4):
    F = np.zeros_like(pos)
    for index in np.ndindex(pos.shape):
        plus, minus = pos.copy(), pos.copy()
        plus[index] += h
        minus[index] -= h
        F[index] = -(energy(plus, act) - energy(minus, act)) / (2 * h)
    return F


generic = Rotation.from_quat(rng.normal(size=(2000, 4))).as_matrix()
cube = Rotation.create_group("O").as_matrix()
assert len(cube) == 24

# Which polynomials sigma(x) = sum_k a_k x^k, k = 0..5, commute with rotations?


def commuting_polynomials(matrices):
    rows = []
    for Q in matrices:
        v = rng.uniform(-1, 1, 3)
        rows.append(np.stack([(Q @ v) ** k - Q @ v ** k for k in range(6)],
                             axis=1))
    M = np.concatenate(rows)
    _, s, Vt = np.linalg.svd(M)
    return int(np.sum(s < 1e-10 * s[0])), Vt, M


null_generic, Vt, _ = commuting_polynomials(generic[:60])
null_cube, _, M_cube = commuting_polynomials(np.concatenate([cube] * 3))
assert null_generic == 1 and abs(abs(Vt[-1, 1]) - 1) < 1e-10
assert null_cube == 3 and np.abs(M_cube[:, 1::2]).max() < 1e-12
print("Polynomials up to degree 5 that commute (dimension of the set)")
print(f"  generic rotations: {null_generic} (power 1 only)")
print(f"  24 cube rotations: {null_cube} (powers 1, 3, 5)")

# One unit vector along x, turned by 30 degrees about z
R30 = Rotation.from_euler("z", 30, degrees=True).as_matrix()
ex = np.array([1.0, 0.0, 0.0])
turn_first, act_first = np.tanh(R30 @ ex), R30 @ np.tanh(ex)
print("Unit vector along x, 30 degree turn about z, elementwise tanh")
for label, a in (("turn, then tanh", turn_first), ("tanh, then turn", act_first)):
    angle = np.degrees(np.arctan2(a[1], a[0]))
    print(f"  {label}: x {a[0]:.4f}, y {a[1]:.4f}, "
          f"length {np.linalg.norm(a):.4f}, angle {angle:.2f} deg")
assert np.linalg.norm(turn_first - act_first) > 0.01


def vector_error(v):
    return np.linalg.norm(np.tanh(R30 @ (v * ex)) - R30 @ np.tanh(v * ex))


error_ratio = vector_error(0.1) / vector_error(0.05)
assert abs(error_ratio - 8) < 0.1  # next order is a relative v^2 correction
print(f"  error ratio, length 0.1 over 0.05: {error_ratio:.3f}")

# Dimer: the energy must not depend on the direction of the bond


def dimer_energy(direction, act):
    u = np.asarray(direction, float)
    return energy(np.array([0 * u, BOND * u / np.linalg.norm(u)]), act)


w_bond = A * np.exp(-(BOND / L) ** 2)
E100, E110, E111 = [dimer_energy(u, tanh_elementwise)
                    for u in ([1, 0, 0], [1, 1, 0], [1, 1, 1])]
assert abs(E100 - 2 * EPS * np.tanh(w_bond) ** 2) < 1e-12
assert abs(E111 - 6 * EPS * np.tanh(w_bond / np.sqrt(3)) ** 2) < 1e-12
directions = rng.normal(size=(4000, 3))
sampled = np.array([dimer_energy(u, tanh_elementwise) for u in directions])
assert sampled.min() > E100 - 1e-12 and sampled.max() < E111 + 1e-12
assert sampled.min() - E100 < 2e-3 and E111 - sampled.max() < 2e-3
gap = E111 - E100
print(f"Model: A = {A:.1f}, L = {L:.1f} angstrom, EPS = {EPS:.1f} eV")
print(f"Dimer, bond {BOND:.1f} angstrom, feature length {w_bond:.4f}")
print(f"  tanh energy, bond along 100: {E100:.4f} eV")
print(f"  tanh energy, bond along 110: {E110:.4f} eV")
print(f"  tanh energy, bond along 111: {E111:.4f} eV")
print(f"  false anisotropy: {gap:.4f} eV = {gap / HARTREE:.5f} hartree")
print(f"  leading-order estimate: {2 * EPS * 4 / 9 * w_bond**4:.4f} eV")
for act in (scalar_gate, norm_tanh):
    values = [dimer_energy(u, act) for u in directions[:200]]
    assert np.ptp(values) < 1e-12
    print(f"  {act.__name__} energy, any direction: {values[0]:.4f} eV")
v = 0.1
small_gap = 3 * np.tanh(v / np.sqrt(3)) ** 2 - np.tanh(v) ** 2
small_ratio = small_gap / (4 / 9 * v ** 4)
assert abs(small_ratio - 1) < 0.01  # next order is a relative v^2 correction
print(f"  gap over (4/9)v^4 at v = {v}: {small_ratio:.4f}")

# Four-atom cluster: full rotation test
cluster = np.array([[0, 0, 0], [2, 0, 0], [0, 2.5, 0], [0.5, 1, 2]], float)
V, n = features(cluster)
for Q in np.concatenate([generic[:50], -generic[:50]]):
    VQ, nQ = features(cluster @ Q.T)
    assert np.allclose(VQ, V @ Q.T, atol=1e-12)
    assert np.allclose(nQ, n, atol=1e-12)
print("Cluster: position (angstrom); |V|; n")
for p, Vi, ni in zip(cluster, V, n):
    print(f"  ({p[0]:.1f}, {p[1]:.1f}, {p[2]:.1f}); "
          f"{np.linalg.norm(Vi):.4f}; {ni:.4f}")

print("Largest vector error: 2000 generic rotations; 24 cube rotations")
errors = {}
for act in (tanh_elementwise, silu_elementwise, scalar_gate, norm_tanh):
    errors[act] = defect(cluster, act, generic), defect(cluster, act, cube)
    print(f"  {act.__name__}: {errors[act][0]:.3g}; {errors[act][1]:.3g}")
assert errors[tanh_elementwise][0] > 0.01
assert errors[tanh_elementwise][1] < 1e-12
assert min(errors[silu_elementwise]) > 0.01
for act in (scalar_gate, norm_tanh):
    assert max(errors[act]) < 1e-12
    assert defect(cluster, act, -generic[:200]) < 1e-12

print("Cluster energy over generic rotations: lowest; highest; spread (eV)")
for act in (tanh_elementwise, scalar_gate, norm_tanh):
    E = np.array([energy(cluster @ Q.T, act) for Q in generic])
    print(f"  {act.__name__}: {E.min():.4f}; {E.max():.4f}; {np.ptp(E):.3g}")
    if act is tanh_elementwise:
        lengths = np.linalg.norm(V, axis=1)
        lower = EPS * np.sum(np.tanh(lengths) ** 2)
        upper = 3 * EPS * np.sum(np.tanh(lengths / np.sqrt(3)) ** 2)
        assert lower <= E.min() and E.max() <= upper and np.ptp(E) > 0.01
        spread = np.ptp(E)
    else:
        assert np.ptp(E) < 1e-11
print(f"  bounds for tanh_elementwise: {lower:.4f} and {upper:.4f} eV")
print(f"  tanh_elementwise spread: {spread / HARTREE:.5f} hartree")

# Net torque from finite-difference forces, and from the features
p = 2 * np.tanh(V) / np.cosh(V) ** 2
torque_formula = -EPS * np.cross(V, p).sum(axis=0)
print("Cluster as placed: net torque x, y, z (eV per radian)")
for act in (tanh_elementwise, scalar_gate, norm_tanh):
    F = forces(cluster, act)
    torque = np.cross(cluster, F).sum(axis=0)
    assert np.abs(F.sum(axis=0)).max() < 1e-6
    if act is tanh_elementwise:
        assert np.allclose(torque, torque_formula, atol=1e-6)
        assert np.linalg.norm(torque) > 1e-3
        step = 1e-4
        Ep, Em = [energy(cluster @ Rotation.from_euler("z", t).as_matrix().T, act)
                  for t in (step, -step)]
        assert abs(-(Ep - Em) / (2 * step) - torque[2]) < 1e-6
        print(f"  {act.__name__}: " + ", ".join(f"{t:.4f}" for t in torque))
    else:
        assert np.abs(torque).max() < 1e-6
        print(f"  {act.__name__}: largest component {np.abs(torque).max():.1e}")

# A norm nonlinearity with f(0) != 0 is equivariant but jumps at zero length


def biased_norm(v):
    s = np.linalg.norm(v)
    return np.tanh(s + BIAS) * v / s


jump = np.linalg.norm(biased_norm(1e-8 * ex) - biased_norm(-1e-8 * ex))
assert abs(jump - 2 * np.tanh(BIAS)) < 1e-6
V_pair = np.array([1e-8 * ex, -1e-8 * ex])
smooth_jump = np.linalg.norm(np.diff(norm_tanh(V_pair, None), axis=0))
assert smooth_jump < 1e-7
print(f"Jump through zero length, bias {BIAS}: {jump:.4f}")
print(f"Jump through zero length, no bias: {smooth_jump:.1e}")
print("all good")
```

It prints:

```
Polynomials up to degree 5 that commute (dimension of the set)
  generic rotations: 1 (power 1 only)
  24 cube rotations: 3 (powers 1, 3, 5)
Unit vector along x, 30 degree turn about z, elementwise tanh
  turn, then tanh: x 0.6993, y 0.4621, length 0.8382, angle 33.46 deg
  tanh, then turn: x 0.6596, y 0.3808, length 0.7616, angle 30.00 deg
  error ratio, length 0.1 over 0.05: 7.967
Model: A = 2.0, L = 2.0 angstrom, EPS = 1.0 eV
Dimer, bond 2.0 angstrom, feature length 0.7358
  tanh energy, bond along 100: 0.7852 eV
  tanh energy, bond along 110: 0.9136 eV
  tanh energy, bond along 111: 0.9646 eV
  false anisotropy: 0.1794 eV = 0.00659 hartree
  leading-order estimate: 0.2605 eV
  scalar_gate energy, any direction: 0.4949 eV
  norm_tanh energy, any direction: 0.7852 eV
  gap over (4/9)v^4 at v = 0.1: 0.9925
Cluster: position (angstrom); |V|; n
  (0.0, 0.0, 0.0); 1.1733; 1.6933
  (2.0, 0.0, 0.0); 1.0702; 1.2165
  (0.0, 2.5, 0.0); 0.8489; 0.9673
  (0.5, 1.0, 2.0); 1.0290; 1.2586
Largest vector error: 2000 generic rotations; 24 cube rotations
  tanh_elementwise: 0.192; 6.75e-16
  silu_elementwise: 0.515; 0.481
  scalar_gate: 2.16e-15; 1.11e-15
  norm_tanh: 1.41e-15; 5.72e-16
Cluster energy over generic rotations: lowest; highest; spread (eV)
  tanh_elementwise: 2.7966; 3.3970; 0.6
  scalar_gate: 2.6843; 2.6843; 1.82e-14
  norm_tanh: 2.3796; 2.3796; 7.11e-15
  bounds for tanh_elementwise: 2.3796 and 3.4209 eV
  tanh_elementwise spread: 0.02207 hartree
Cluster as placed: net torque x, y, z (eV per radian)
  tanh_elementwise: 0.2580, -0.0631, -0.0108
  scalar_gate: largest component 1.0e-08
  norm_tanh: largest component 1.6e-09
Jump through zero length, bias 0.5: 0.9242
Jump through zero length, no bias: 2.0e-08
all good
```
